# Bond Orders, Valence and Free Valence from the Exchange Density

## A single electron pair on two atoms

Let atom $a$ and atom $b$ each carry one real orbital, $\chi_a$ and $\chi_b$, orthonormal for the moment. Two electrons of opposite spin occupy $\phi=c_a\chi_a+c_b\chi_b$, with $c_a^2+c_b^2=1$. The populations are $q_a=2c_a^2$ and $q_b=2c_b^2$, and the off-diagonal element of the density matrix is $P_{ab}=2c_ac_b$. Its square is

$$P_{ab}^2=4c_a^2c_b^2=q_aq_b=q_a(2-q_a).$$

This is 1 when the pair is shared equally and 0 when it sits on one atom. For a pair in the bonding combination it therefore behaves as a bond order. The square does not see the relative sign of $c_a$ and $c_b$, so a pair in the antibonding combination would get the same value. The last form uses only the population of atom $a$, so it can also be read as that atom's capacity to share electrons, its valence. Here bond order and valence are equal.

Take site energies $\mp1.5$ eV (a splitting of 3 eV) and coupling $-2$ eV. The lower eigenvalue is $-\sqrt{1.5^2+2^2}=-2.5$ eV. The first row of the eigenvalue equation, $-1.5c_a-2c_b=-2.5c_a$, gives $c_a=2c_b$, hence $c_a^2=0.8$ and $c_b^2=0.2$. The populations are 1.6 and 0.4, and the bond order and the valence are both $1.6\times0.4=0.64$.

For many electrons, overlapping orbitals and open shells, three questions remain: which quantity generalizes $P_{ab}^2$, when bond orders still add up to a valence, and what the difference means when they do not.

## Assumptions and theorem

The state is one Slater determinant of $N=N_\alpha+N_\beta$ electrons, in atomic units. The occupied spatial orbitals of each spin $\sigma$ are real and orthonormal, $\phi_i^\sigma=\sum_\mu C^\sigma_{\mu i}\chi_\mu$. The real functions $\chi_\mu$ have overlap matrix $S$, and each belongs to one atom; $\mu\in A$ means that $\chi_\mu$ belongs to atom $A$. Define

$$P^\sigma=C^\sigma C^{\sigma T},\qquad P=P^\alpha+P^\beta,\qquad P^s=P^\alpha-P^\beta .$$

The Mulliken gross population is $Q_A=\sum_{\mu\in A}(PS)_{\mu\mu}$. For any matrix $X$ write

$$[X]_{AB}=\sum_{\mu\in A}\sum_{\nu\in B}X_{\mu\nu}X_{\nu\mu}.$$

Exchanging the names $\mu$ and $\nu$ shows that $[X]_{AB}=[X]_{BA}$.

**Definitions.** The Mayer bond order for $A\ne B$, the valence and the free valence are

$$B_{AB}=2\sum_\sigma[P^\sigma S]_{AB},\qquad V_A=2Q_A-[PS]_{AA},\qquad F_A=V_A-\sum_{B\ne A}B_{AB}.$$

**Theorem.** For such a determinant:

1. $B_{AB}$ is the part of the integrated exchange density shared by $A$ and $B$ when that density is divided by the atomic origin of the basis functions. It equals $[PS]_{AB}+[P^sS]_{AB}$.
2. $F_A=[P^sS]_{AA}$.
3. For a restricted closed shell, $P^\alpha=P^\beta$, the free valence vanishes and $V_A=\sum_{B\ne A}B_{AB}$.

In an orthonormal basis the closed-shell bond order becomes the Wiberg index, $B_{AB}=\sum_{\mu\in A,\nu\in B}P_{\mu\nu}^2$.

## Lemma 1: the exchange density

**Lemma.** With $\rho^\sigma(1,2)=\sum_i\phi_i^\sigma(\mathbf r_1)\phi_i^\sigma(\mathbf r_2)$, the spin-summed pair density is

$$\rho_2(1,2)=\rho(1)\rho(2)-\rho_x(1,2),\qquad \rho_x(1,2)=\sum_\sigma\rho^\sigma(1,2)\rho^\sigma(2,1),$$

and $\int\rho_x(1,2)\,d\mathbf r_2=\rho(1)$.

**Proof.** The pair density is $N(N-1)\int|\Psi|^2$, integrated over electrons $3,\dots,N$ and summed over all spins. Write $\Psi$ as $(N!)^{-1/2}$ times a signed sum over assignments of the spin orbitals $\psi_i$ to electrons. In $|\Psi|^2$ two assignments are multiplied. Orthonormality removes the product unless both give electrons $3,\dots,N$ the same orbitals. They then agree completely, or differ by a swap of the orbitals of electrons 1 and 2, which brings a minus sign. Each ordered pair $i\neq j$ on electrons 1 and 2 leaves $(N-2)!$ arrangements of the others, and $N(N-1)(N-2)!/N!=1$. Before the spin sum the result is

$$\sum_{i\ne j}\left[\psi_i(1)^2\psi_j(2)^2-\psi_i(1)\psi_j(2)\psi_j(1)\psi_i(2)\right].$$

The terms with $i=j$ would cancel in the bracket, so they may be included. The first sum then factorizes into $\rho(1)\rho(2)$. In the second, the spin sum vanishes unless $\psi_i$ and $\psi_j$ have equal spin, which leaves $\rho_x$.

For the integral, orthonormality gives

$$\int\rho^\sigma(1,2)\rho^\sigma(2,1)\,d\mathbf r_2=\sum_{ij}\phi_i^\sigma(1)\phi_j^\sigma(1)\delta_{ij}=\rho^\sigma(1).$$

Summing over spin completes the proof. $\square$

A second integration gives $\iint\rho_x=N$. The exchange density is thus a distribution of $N$ electrons over pairs of points, and can be divided among pairs of atoms.

## Lemma 2: idempotency

**Lemma.** $P^\sigma SP^\sigma=P^\sigma$, and therefore $\sum_B[P^\sigma S]_{AB}=\sum_{\mu\in A}(P^\sigma S)_{\mu\mu}$, where the sum includes $B=A$.

**Proof.** Orthonormality of the orbitals reads $C^{\sigma T}SC^\sigma=1$. Hence $P^\sigma SP^\sigma=C^\sigma(C^{\sigma T}SC^\sigma)C^{\sigma T}=P^\sigma$. Multiplication by $S$ on the right gives $(P^\sigma S)^2=P^\sigma S$. Every $\nu$ belongs to some atom, so summing $[P^\sigma S]_{AB}$ over all $B$ gives $\sum_{\mu\in A}\left((P^\sigma S)^2\right)_{\mu\mu}$, which is the stated result. $\square$

## Proof of the theorem

**Part 1.** Divide the one-spin density matrix according to the atom that carries the function of the first coordinate:

$$\rho^\sigma(1,2)=\sum_A\rho_A^\sigma(1;2),\qquad \rho_A^\sigma(1;2)=\sum_{\mu\in A}\sum_\nu P^\sigma_{\mu\nu}\chi_\mu(1)\chi_\nu(2).$$

This is a choice. A division of space into regions gives different numbers in general, although the two can agree where symmetry fixes the shares, as for the single pair of H$_2$. Insert it in both factors of $\rho_x$ and call the integral of the $(A,B)$ term $x_{AB}$:

$$x_{AB}=\sum_\sigma\iint\rho^\sigma_A(1;2)\rho^\sigma_B(2;1)\,d\mathbf r_1d\mathbf r_2
=\sum_\sigma\sum_{\mu\in A,\lambda\in B}\sum_{\nu\kappa}P^\sigma_{\mu\nu}S_{\nu\lambda}P^\sigma_{\lambda\kappa}S_{\kappa\mu}.$$

The factor $S_{\nu\lambda}$ comes from electron 2, which carries $\chi_\nu\chi_\lambda$; the factor $S_{\kappa\mu}$ comes from electron 1, which carries $\chi_\mu\chi_\kappa$. The sums over $\nu$ and $\kappa$ are matrix products, so $x_{AB}=\sum_\sigma[P^\sigma S]_{AB}$. The terms $x_{AB}$ and $x_{BA}$ are equal, and both belong to the same pair of atoms. Their sum is $2x_{AB}=B_{AB}$. This is the origin of the factor 2, and it gives an equally shared electron pair the bond order 1.

To introduce the total and spin density matrices, put $P^{\alpha}=\tfrac12(P+P^s)$ and $P^\beta=\tfrac12(P-P^s)$. The products that mix $P$ and $P^s$ have opposite signs for the two spins and cancel:

$$2\sum_\sigma[P^\sigma S]_{AB}=2\cdot\tfrac14\left(2[PS]_{AB}+2[P^sS]_{AB}\right)=[PS]_{AB}+[P^sS]_{AB}.$$

The same algebra holds for $A=B$. For a closed shell $P^s=0$; if also $S=1$, then $[P]_{AB}=\sum P_{\mu\nu}P_{\nu\mu}=\sum P_{\mu\nu}^2$, because $P$ is symmetric.

**Part 2.** Sum Lemma 2 over spin and multiply by 2. The right side becomes $2Q_A$. On the left, separate $B=A$:

$$2Q_A=\sum_{B\ne A}B_{AB}+2\sum_\sigma[P^\sigma S]_{AA}
=\sum_{B\ne A}B_{AB}+[PS]_{AA}+[P^sS]_{AA}.$$

Moving $[PS]_{AA}$ to the left produces $V_A$:

$$V_A=\sum_{B\neq A}B_{AB}+[P^sS]_{AA}.$$

Comparison with the definition of $F_A$ gives $F_A=[P^sS]_{AA}$.

**Part 3.** If $P^\alpha=P^\beta$, then $P^s=0$ and $F_A=0$. $\square$

The sum rule is not a restatement of a definition. $V_A$ contains only elements of $PS$ with both indices on $A$, whereas the bond orders contain only elements that connect $A$ to other atoms. Idempotency links the two sets.

## Why $V_A$ deserves the name valence

In an orthonormal basis, an orbital with population $q$ that has no density-matrix elements with other orbitals of its own atom contributes $2q-q^2=q(2-q)$ to $V_A$. This is 0 for an empty orbital and 0 for a filled one, so cores and lone pairs do not count to the extent that they fill an orbital of the atom completely. It is 1 at $q=1$, where the orbital can take part fully in a covalent bond. Nothing forces $V_A$ to be an integer.

**Proposition (fluctuations).** In an orthonormal basis, let $N_A$ be the operator that counts electrons in the orbitals of $A$. For a determinant,

$$B_{AB}=-2\,\mathrm{cov}(N_A,N_B),\qquad \sum_{B\ne A}B_{AB}=2\,\mathrm{var}(N_A).$$

**Proof.** The argument of Lemma 1 holds with basis orbitals in place of points in space. For different orbitals $\mu\in A$ and $\nu\in B$ the mean product of occupations, summed over spins, is $P_{\mu\mu}P_{\nu\nu}-\sum_\sigma(P^\sigma_{\mu\nu})^2$. Subtracting the product of the means and summing over the orbitals gives $\mathrm{cov}(N_A,N_B)=-\sum_\sigma[P^\sigma]_{AB}=-\tfrac12B_{AB}$. The total number of electrons is fixed, so $\sum_{B}\mathrm{cov}(N_A,N_B)=\mathrm{cov}(N_A,N)=0$. The terms with $B\neq A$ therefore add up to $-\mathrm{var}(N_A)$. Multiplication by $-2$ gives the second formula. $\square$

For a determinant in an orthonormal basis, a bond order thus measures how strongly an excess of electrons on one atom goes with a deficit on the other. The numerical check confirms both formulas by enumerating the configurations of a small open-shell determinant.

## Closed shell: ethylene

Take planar ethylene with chosen distances of 1.33 angstrom for C–C and 1.09 angstrom for C–H, and angles of 120 degrees. Restricted Hartree–Fock in the STO-3G basis gives these Mayer bond orders at one carbon: 2.0143 to the other carbon, 0.9765 to each of its two hydrogens, and 0.0024 to each of the two distant hydrogens. Their sum is

$$2.0143+2(0.9765)+2(0.0024)=3.9721 .$$

The valence computed from elements on that carbon alone is also 3.9721. The population $Q_{\rm C}=6.1243$ includes the core electrons, which hardly affect the valence because their orbital is almost full.

The Wiberg index needs an orthonormal basis. Löwdin's choice replaces $P$ by $S^{1/2}PS^{1/2}$ and $S$ by the unit matrix. It gives a C–C index of 2.025 and a carbon valence of 3.997. The sum rule holds again, with slightly different numbers, because Löwdin orthogonalization mixes functions of different atoms and so changes what is assigned to each atom.

**Remark (mixing within an atom).** The Mayer index does not change when functions of the same atom are mixed. Let $\chi'=T\chi$, with $T$ invertible and block diagonal over atoms. Then $S'=TST^T$, and the density is unchanged if $P'=(T^{-1})^TPT^{-1}$. Hence $P'S'=(T^{-1})^T(PS)T^T$. In the trace of block $AB$ times block $BA$, the transformation matrices cancel. The same holds with $P^s$ or $P^\sigma$ in place of $P$.

**Remark (basis dependence).** Functions added to an atom generally change the division once the orbitals make use of them. Symmetry can prevent this: the restricted pair of H$_2$ has bond order 1 in any basis that is the same on both atoms. A determinant that does not use them has zero rows in $P$ and $PS$ for these functions and keeps its index. For the same ethylene geometry the Mayer C–C index is 1.94 in 6-31G and 2.13 in 6-31++G, and the carbon valence is 3.83 and 4.04. The sum rule holds in each basis, but it does not certify that the numbers are chemically meaningful. Comparisons should use one basis throughout.

**Remark (sign).** In an orthonormal basis $B_{AB}$ and $F_A$ are sums of squares and cannot be negative. With overlap this protection is lost. For one pair in two overlapping orbitals, $P=2cc^T$ gives $(PS)_{ab}(PS)_{ba}=4c_ac_b(Sc)_b(Sc)_a=q_aq_b$, where $q_a=2c_a(Sc)_a$ and likewise for $b$. Take overlap 0.5 and coefficients in the ratio $1:-0.2$. The squared norm of the unnormalized orbital is $1+0.04-0.2=0.84$, so

$$q_a=\frac{2(1)(1-0.1)}{0.84}=2.143,\qquad q_b=\frac{2(-0.2)(-0.2+0.5)}{0.84}=-0.143 .$$

The bond order is $-0.306$. One Mulliken population is negative and the other exceeds 2, and the bond order inherits this defect.

## Open shells: what free valence counts

The free valence is the part of $V_A$ not used in bonds. By the theorem it is built from the block of $P^sS$ with both indices on the atom. In an orthonormal basis this is the spin density matrix within the atom; with overlap, elements of $P^s$ between atoms enter through the product with $S$. It is not, in general, a number of unpaired electrons. The following result states the relation.

**Proposition (total spin).** With $M=(N_\alpha-N_\beta)/2$,

$$\sum_AF_A+\sum_{A\ne B}[P^sS]_{AB}=\mathrm{tr}(P^sSP^sS)=2\left(\langle S^2\rangle-M^2\right),$$

where $S^2$ inside the brackets is the squared total spin.

**Proof.** The first equality collects all pairs of atoms. For the second, use $S^2=S_-S_++S_z^2+S_z$, so that $\langle S^2\rangle=\|S_+\Psi\|^2+M^2+M$. The operator $S_+$ turns each $\beta$ electron in turn into an $\alpha$ electron with the same spatial orbital $\phi_j^\beta$. By the exclusion principle, only the part of $\phi^\beta_j$ outside the occupied $\alpha$ space survives. Different $j$ leave different $\beta$ orbitals empty, so their contributions are orthogonal and the squared norms add:

$$\|S_+\Psi\|^2=N_\beta-\mathrm{tr}(P^\alpha SP^\beta S).$$

Since $M+N_\beta=N/2$, this gives $\langle S^2\rangle-M^2=N/2-\mathrm{tr}(P^\alpha SP^\beta S)$. On the other side, Lemma 2 gives $\mathrm{tr}(P^\sigma SP^\sigma S)=N_\sigma$, so $\mathrm{tr}(P^sSP^sS)=N-2\,\mathrm{tr}(P^\alpha SP^\beta S)$, which is twice that expression. $\square$

**Methyl: a localized unpaired electron.** Take a planar radical with C–H distances of 1.08 angstrom in STO-3G. In restricted open-shell Hartree–Fock (ROHF) the unpaired electron occupies the carbon $p$ orbital perpendicular to the plane. By reflection symmetry this function has no overlap with the others of this basis. Thus $P^sS$ has a single nonzero element, equal to 1, and $F_{\rm C}=1$, as computed.

Unrestricted Hartree–Fock (UHF) lets the paired electrons of opposite spin use different orbitals. This spin polarization raises $F_{\rm C}$ to 1.031 and gives each hydrogen 0.009. Three bonds of order 0.976 and the free valence make up the carbon valence of 3.959. The computed $\langle S^2\rangle=0.7653$ gives a total spin trace of $2(0.7653-0.25)=1.0306$. The free valences alone add up to $1.0312+3(0.0092)=1.0588$, so the interatomic spin terms sum to about $-0.028$. That sign is possible because the basis functions overlap. These numbers belong to STO-3G. In cc-pVTZ, where the hydrogens also carry functions that are odd under reflection in the plane, $F_{\rm C}$ is 0.93 in ROHF and 0.96 in UHF, and the interatomic spin terms of UHF sum to $+0.045$.

**Triplet oxygen: delocalized unpaired electrons.** For O$_2$ at 1.21 angstrom, ROHF in STO-3G can be analysed through its empty orbitals. The ten basis functions hold nine $\alpha$ and seven $\beta$ electrons. One antibonding $\sigma$ orbital is empty for $\alpha$; the same orbital and the two antibonding $\pi$ orbitals are empty for $\beta$. Let $E^\sigma$ be the density matrix of the empty orbitals. Occupied and empty orbitals together span the basis, so $P^\sigma S=1-E^\sigma S$, and the interatomic blocks of $P^\sigma S$ and $E^\sigma S$ differ only in sign. One orbital $c$ contributes

$$\sum_{\mu\in A}c_\mu(Sc)_\mu\sum_{\nu\in B}c_\nu(Sc)_\nu=\tfrac12\cdot\tfrac12=\tfrac14,$$

because symmetry gives each atom half of it. The $\sigma$ and the two $\pi$ types use separate sets of functions, so there are no cross terms. The bond order is

$$B_{\rm OO}=2\left(\tfrac14+\tfrac34\right)=2 .$$

In $P^s$ the $\sigma$ orbital cancels and the two $\pi$ orbitals remain. They give $[P^sS]_{AB}=\tfrac12$ between the atoms and $F_{\rm O}=\tfrac12$ on each. The total density matrix alone would give a bond order of 1.5; the spin term supplies the other 0.5. The valence is 2.5 per atom. Two electrons are unpaired, but the free valences add up to 1. The two interatomic terms, $AB$ and $BA$, supply the remaining 1 of the total spin trace. The integer bond order rests on the minimal basis, in which only these few orbitals are empty. ROHF gives $B_{\rm OO}=1.71$ in 6-31G and 1.90 in cc-pVTZ, with valences 2.21 and 2.40, while symmetry keeps $F_{\rm O}=\tfrac12$.

**Stretched hydrogen: free valence without net spin.** At 2.5 angstrom in STO-3G, restricted Hartree–Fock still gives H$_2$ a bond order of 1, since its orbital is shared equally by symmetry. A broken-symmetry UHF determinant, with the two spins mostly on different atoms, lies 6.28 eV lower; this gap is far from basis convergence and is 3.56 eV in cc-pVTZ. In STO-3G its bond order is 0.007 and its free valence is 0.993 per atom (0.010 and 0.990 in cc-pVTZ). The sum stays 1 because each atom has one orbital with population 1, so $V_A=2-1=1$. With $M=0$ and $\langle S^2\rangle=0.991$, this determinant is not a singlet. Its free valence signals separated electrons, at the price of a wrong spin.

## Where the theorem stops: correlated singlets

For a singlet that is not a determinant, $P^\alpha=P^\beta=P/2$ still holds, but idempotency does not. If bond orders continue to be defined by $[PS]_{AB}$, then

$$V_A-\sum_{B\ne A}B_{AB}=2Q_A-\sum_B[PS]_{AB}=\sum_{\mu\in A}(2PS-PSPS)_{\mu\mu}.$$

This can be nonzero although the spin density matrix vanishes. A singlet state is therefore not enough for the closed-shell sum rule. Summed over all atoms, the difference is $\sum_k n_k(2-n_k)$, where the $n_k$ are the eigenvalues of $PS$, the natural occupations between 0 and 2. With bond orders defined by $[PS]_{AB}$, the rule can thus hold on every atom only if all $n_k$ are 0 or 2, that is, for a restricted determinant.

The two-site Hubbard model with two electrons shows the size of the effect. Let the hopping be $t=2.5$ eV and the on-site repulsion $U=10$ eV. The ground state is $\cos\theta\,|c\rangle+\sin\theta\,|i\rangle$, where $|c\rangle$ is the normalized singlet with one electron per site and $|i\rangle$ is the even combination of the two doubly occupied configurations. In this basis the energies are 0 and $U$ and the coupling is $-2t$, so $\tan2\theta=4t/U=1$. Each spin contributes $\cos\theta\sin\theta$ to $P_{12}$, hence

$$P_{12}^2=\sin^22\theta=\frac{16t^2}{U^2+16t^2}=0.5 .$$

Each site has population 1 and valence $2-1=1$. Half of the valence is missing from the bond order, and the spin-density free valence is zero.

The fluctuation formula also separates from the density-matrix index. The site populations differ from 1 only in $|i\rangle$, where one is 2 and the other 0. The covariance is therefore $-\sin^2\theta$, and

$$-2\,\mathrm{cov}(N_1,N_2)=2\sin^2\theta=1-\cos2\theta=0.293,$$

compared with 0.5. For $U=0$ both values are 1, as they must be for a determinant. With correlation, a reported bond order needs a statement of which definition was used.

## Table of computed values

```
Bond orders, valences, populations are dimensionless
Model, integral of exchange density: 5.0000
Polar bond, level splitting: 3.0 eV
Polar bond, hopping: 2.0 eV
Polar bond, population of lower orbital: 1.6000
Polar bond, population of upper orbital: 0.4000
Polar bond, bond order: 0.6400
Polar bond, valence: 0.6400
Negative example, overlap: 0.5
Negative example, coefficient ratio: -0.2
Negative example, population a: 2.1429
Negative example, population b: -0.1429
Negative example, bond order: -0.3061
Ethylene C-C distance: 1.33 angstrom
Ethylene C-H distance: 1.09 angstrom
Ethylene RHF/STO-3G energy: -2097.229 eV
Ethylene population of C: 6.1243
Ethylene Mayer C-C: 2.0143
Ethylene Mayer C-H bonded: 0.9765
Ethylene Mayer C-H nonbonded: 0.0024
Ethylene sum of bond orders at C: 3.9721
Ethylene valence of C: 3.9721
Ethylene valence of H: 0.9961
Ethylene Wiberg C-C, Lowdin basis: 2.0251
Ethylene valence of C, Lowdin basis: 3.9970
Ethylene Mayer C-C, 6-31G: 1.9404
Ethylene valence of C, 6-31G: 3.8297
Ethylene Mayer C-C, 6-31++G: 2.1324
Ethylene valence of C, 6-31++G: 4.0377
Methyl C-H distance: 1.08 angstrom
Methyl ROHF free valence of C: 1.0000
Methyl UHF C-H bond order: 0.9761
Methyl UHF valence of C: 3.9594
Methyl UHF free valence of C: 1.0312
Methyl UHF free valence of H: 0.0092
Methyl UHF <S^2>: 0.7653
Methyl UHF total spin trace: 1.0306
O2 distance: 1.21 angstrom
O2 bond order: 2.0000
O2 part from total density matrix: 1.5000
O2 part from spin density matrix: 0.5000
O2 valence per atom: 2.5000
O2 free valence per atom: 0.5000
O2 total spin trace: 2.0000
H2 distance: 2.50 angstrom
H2 RHF bond order: 1.0000
H2 UHF bond order: 0.0068
H2 UHF free valence per atom: 0.9932
H2 UHF <S^2>: 0.9908
H2 UHF energy minus RHF energy: -6.284 eV
Hubbard hopping: 2.5 eV
Hubbard repulsion: 10.0 eV
Hubbard valence per site: 1.0000
Hubbard bond order from density matrix: 0.5000
Hubbard valence minus bond order: 0.5000
Hubbard spin-density free valence: 0.0000
Hubbard -2 x covariance: 0.2929
```
